# Heat-capacity jump of mean-field dipoles: free rotation and two states

**Q.** You want to compare the heat-capacity jump at a ferroelectric transition for dipoles that can point anywhere and for dipoles that can only point up or down. Before any formula, what is held fixed, and what does "mean field" mean here?

**A.** Each dipole has a permanent moment \(\mu\). It feels a local field proportional to the average polarization, whichever way that polarization points. Take the polarization axis as reference, let \(u=\cos\theta\) be the component of one dipole's direction along it, and let \(m=\langle u\rangle\). The energy of one dipole in the local field is \(-Jmu\), where \(J>0\) does not depend on temperature. The volume is fixed, no field is applied, and the electrodes are shorted, so there is no depolarizing field.

A freely rotating dipole gives equal weight to equal solid angles, so \(u\) is uniform between \(-1\) and \(1\) when \(m=0\). A two-state dipole has \(u=\pm1\) with equal weight. By "jump" I mean the heat capacity per dipole just below the transition temperature \(T_c\) minus the value just above it.

**Q.** A rotating dipole also has kinetic energy, and a two-state dipole has none. Doesn't that spoil the comparison?

**A.** It does not affect the jump. For a linear rotor with moment of inertia \(I\), the kinetic energy is \(p_\theta^2/2I+p_\phi^2/(2I\sin^2\theta)\). The two Gaussian momentum integrals give

\[
\sqrt{2\pi IkT}\;\sqrt{2\pi IkT}\,\sin\theta=2\pi IkT\,\sin\theta .
\]

The factor \(\sin\theta\,d\theta\) is the solid-angle weight. The factor \(T\) adds \(kT\) to the energy and \(k\) to the heat capacity, on both sides of \(T_c\), so it cancels. From here on I keep the orientational part alone.

**Q.** Then the energy per dipole is the average of \(-Jmu\), which is \(-Jm^2\).

**A.** That counts every pair twice, because the field on one dipole comes from the others. The free energy per dipole must therefore contain a compensating \(+Jm^2/2\):

\[
F(m)=\tfrac12Jm^2-kT\ln Z(x),\qquad Z(x)=\langle e^{xu}\rangle_0,\qquad x=\frac{Jm}{kT}.
\]

The subscript 0 denotes the average without any field. Write \(f(x)=Z'(x)/Z(x)\), the mean of \(u\) in the field. Then

\[
\frac{\partial F}{\partial m}=Jm-kT\,f(x)\,\frac{J}{kT}=J\,[m-f(x)],
\]

so a stationary \(F\) gives the self-consistency condition \(m=f(x)\). Since \(F\) is stationary in \(m\), the energy follows from the temperature derivative at fixed \(m\). With \(\partial x/\partial T=-x/T\),

\[
\frac{\partial F}{\partial T}=-k\ln Z+kxf(x),
\]

\[
E=F-T\frac{\partial F}{\partial T}=\tfrac12Jm^2-kTxf(x)=\tfrac12Jm^2-Jm^2=-\tfrac12Jm^2 .
\]

The factor one half matters: without it both jumps would come out twice too large.

**Q.** How do the two kinds of dipole enter?

**A.** Near \(T_c\) they enter through two numbers, \(M_2=\langle u^2\rangle_0\) and \(M_4=\langle u^4\rangle_0\). Odd moments vanish, so

\[
Z=1+\frac{M_2x^2}{2}+\frac{M_4x^4}{24}+\dots
\]

Using \(\ln(1+y)=y-y^2/2+\dots\),

\[
\ln Z=\frac{M_2x^2}{2}-\frac{D\,x^4}{24}+\dots,\qquad D=3M_2^2-M_4,
\]

and differentiation gives \(f(x)=M_2x-Dx^3/6+\dots\)

For free rotation, \(M_2=\frac12\int_{-1}^1u^2du=\frac13\) and \(M_4=\frac15\), so \(D=\frac13-\frac15=\frac2{15}\). For two states, \(M_2=M_4=1\) and \(D=2\). Hence

\[
f_{\rm rotor}=\frac x3-\frac{x^3}{45}+\dots,\qquad f_{\rm two}=x-\frac{x^3}{3}+\dots
\]

These are the first terms of \(\coth x-1/x\) and \(\tanh x\).

**Q.** Where is the transition, and how do you know it is continuous?

**A.** Put the series for \(\ln Z\) into \(F\):

\[
F=\frac J2\left(1-\frac{JM_2}{kT}\right)m^2+\frac{DJ^4}{24(kT)^3}\,m^4+\dots
\]

The quadratic coefficient changes sign at \(kT_c=JM_2\), which is \(J/3\) for rotors and \(J\) for two states. The quartic coefficient is positive in both cases. Moreover, both functions \(f\) are concave for \(x>0\), so \(m=f(x)\) has one positive solution below \(T_c\) and none above. The order therefore grows continuously from zero.

**Q.** Now the jump. Please do not skip the inversion.

**A.** Since \(J=kT_c/M_2\), we have \(x=mT_c/(M_2T)\). Insert this in \(m=M_2x-Dx^3/6\) and divide by \(m\):

\[
1=\frac{T_c}{T}-\frac{D}{6M_2^3}\left(\frac{T_c}{T}\right)^3m^2 .
\]

Solving for \(m^2\) and keeping the leading order in \(1-T/T_c\),

\[
m^2=\frac{6M_2^3}{D}\left(1-\frac T{T_c}\right).
\]

The prefactor is \(\frac6{27}\cdot\frac{15}2=\frac53\) for rotors and \(\frac62=3\) for two states. The energy below \(T_c\) is then

\[
E=-\frac{kT_c}{2M_2}\,m^2=-\frac{3M_2^2}{D}\,k(T_c-T).
\]

Above \(T_c\), \(m=0\) and \(E=0\), so the orientational heat capacity vanishes there. Differentiating below \(T_c\) gives

\[
\Delta c=\frac{3M_2^2}{3M_2^2-M_4}\,k=\frac{3k}{3-\kappa},\qquad \kappa=\frac{M_4}{M_2^2}.
\]

For rotors \(\kappa=9/5\), and for two states \(\kappa=1\):

\[
\Delta c_{\rm rotor}=\tfrac52k,\qquad \Delta c_{\rm two}=\tfrac32k .
\]

**Q.** The rotor's \(m^2\) grows more slowly, with 5/3 instead of 3. Yet its jump is larger?

**A.** The energy is \(-Jm^2/2\), and at the same \(T_c\) the rotor needs a coupling three times as large, because its response \(M_2\) is three times weaker. So the rotor has \(\frac32\times\frac53=\frac52\), and the two-state dipole has \(\frac12\times3=\frac32\). If \(J\) is held equal instead, the transition temperatures differ by a factor of three, but the jumps in units of \(k\) do not change, since \(J\) has dropped out.

**Q.** The difference is exactly \(k\). Is that just equipartition for the two extra angles?

**A.** Equipartition is a low-temperature argument here, and the jump is not obtained from it. The jump depends on the shape of the orientation distribution through \(\kappa\). Dipoles turning in a plane have \(M_2=\frac12\), \(M_4=\frac38\) and \(\kappa=\frac32\), which gives \(2k\). That again looks like \(k/2\) per free angle, but counting angles is not the reason. A dipole restricted to the twelve directions from the centre of a regular icosahedron to its corners has no free angle. Yet along a corner axis it has \(M_2=\frac13\) and \(M_4=\frac15\), the rotor's values, so its jump is also \(\frac52k\). Conversely, an easy-axis energy leaves both angles of a rotor in place and still changes its jump, as shown further below.

To see where equipartition does appear, we need the heat capacity at all \(T<T_c\). Differentiate \(x=Jm/kT\) logarithmically, with primes on \(m\) and \(x\) meaning \(d/dT\) and \(f'=df/dx\):

\[
\frac{x'}x=\frac{m'}m-\frac1T,\qquad m'=f'x'=xf'\left(\frac{m'}m-\frac1T\right).
\]

Collect \(m'\), using \(m=f\):

\[
m'\left(1-\frac{xf'}f\right)=-\frac{xf'}T .
\]

Since \(c=-Jmm'\) and \(Jm/T=kx\),

\[
\frac ck=\frac{x^2f'}{1-xf'/f}.
\]

At low temperature \(x\) is large. For rotors \(f\approx1-1/x\) and \(f'\approx1/x^2\), so \(c\to k\): two small tilts, each with a quadratic potential energy, contribute \(k/2\) each. For two states \(f'\approx4e^{-2x}\), so \(c\approx4kx^2e^{-2x}\), which vanishes exponentially.

**Q.** Does that formula return your jumps?

**A.** Yes, in the limit \(x\to0\). For rotors \(f=\frac x3(1-\frac{x^2}{15})\) and \(f'=\frac13(1-\frac{x^2}5)\), so \(1-xf'/f\to\frac{x^2}5-\frac{x^2}{15}=\frac{2x^2}{15}\). The ratio is \(\frac{x^2}3\cdot\frac{15}{2x^2}=\frac52\). For two states \(1-xf'/f\to x^2-\frac{x^2}3=\frac{2x^2}3\), and the ratio is \(\frac32\).

There is also a check that uses neither series. Solve \(m=\langle u\rangle\) numerically by summing over orientations, differentiate the energy at 0.1% and 0.2% from \(T_c\) on each side, and extrapolate to \(T_c\). The jumps come out as \(2.5000k\), \(1.5000k\) and, for planar dipoles, \(2.0000k\).

**Q.** Real dipoles sit in a crystal. How free must "freely rotating" be?

**A.** Add an easy-axis energy \(-Au^2\), with barrier \(A\) between the two poles, and let the order lie along that axis. The moments now carry the weight \(e^{\alpha u^2}\), with \(\alpha=A/kT\), and depend on temperature. Near \(T_c\), apart from a smooth background,

\[
F=\tfrac12a(T-T_c)m^2+\tfrac14bm^4,\qquad b=\frac{kT_cD}{6M_2^4}.
\]

The slope \(a\) is the derivative at \(T_c\) of \(J-J^2M_2/kT\). Since \(dM_2/d\alpha=M_4-M_2^2\) and \(d\alpha/dT=-\alpha/T\),

\[
a=\frac{J^2}{kT_c^2}\left[M_2+\alpha(M_4-M_2^2)\right]
=k\left[\frac1{M_2}+\frac{\alpha(M_4-M_2^2)}{M_2^2}\right],
\]

where \(J=kT_c/M_2\) was used. Minimizing gives \(m^2=a(T_c-T)/b\) and \(F=-a^2(T-T_c)^2/4b\). From \(c=-T\,d^2F/dT^2\), the jump is \(\Delta c=a^2T_c/2b\). With \(A=0\) this is \(9k/(2\times1.8)=2.5k\) for rotors.

**Q.** So a barrier should bring the jump smoothly down from 5/2 to 3/2.

**A.** A weak barrier raises it. To first order in \(\alpha\), \(M_2=\frac13+\frac{4\alpha}{45}\) and \(M_4=\frac15+\frac{8\alpha}{105}\). In the slope, \(1/M_2=3-\frac{4\alpha}5\), while the second term is \(9\alpha\cdot\frac4{45}=+\frac{4\alpha}5\), so \(a\) stays at \(3k\). In \(b\), \(D=\frac2{15}(1+\frac{16\alpha}{21})\) and \(M_2^4=\frac1{81}(1+\frac{16\alpha}{15})\), so

\[
b=\tfrac95kT_c\left(1-\tfrac{32}{105}\alpha\right),\qquad
\Delta c=\tfrac52k\left(1+\tfrac{32}{105}\alpha\right).
\]

For a high barrier, write \(u=1-\delta\) near a pole. The weight is \(e^{-2\alpha\delta}\), so \(\langle\delta\rangle=1/2\alpha\), \(M_2\approx1-1/\alpha\), \(M_4\approx1-2/\alpha\), and the variance of \(u^2\) is about \(1/\alpha^2\). Then \(a\approx k(1+2/\alpha)\), \(D\approx2(1-2/\alpha)\) and \(b\approx\frac13kT_c(1+2/\alpha)\), which gives \(\Delta c\approx\frac32k(1+2/\alpha)\). The two-state value is approached slowly, from above.

At fixed \(T_c\), with \(J\) readjusted, the computed jumps are:

| \(A/kT_c\) | 0 | 1 | 2 | 5 | 10 | 20 | 50 |
|---|---|---|---|---|---|---|---|
| \(\Delta c/k\) | 2.50 | 3.16 | 3.47 | 2.79 | 1.94 | 1.68 | 1.56 |

A jump above \(\frac32k\) is therefore not by itself evidence of free rotation.

**Q.** Give me numbers that an experimenter could recognize.

**A.** Take round parameters: \(T_c=440\) K, \(\mu=2\) D and \(n=1.8\times10^{22}\) dipoles per cm³. The saturated polarization \(n\mu\) is 12 µC/cm², and \(kT_c=37.9\) meV. Multiplying the jumps by the gas constant gives

\[
\tfrac52R=20.8\ \text{J/(mol K)},\qquad \tfrac32R=12.5\ \text{J/(mol K)}
\]

per mole of dipoles, or 0.62 and 0.37 J/(cm³ K).

At 430 K, \(1-T/T_c=0.0227\). The leading law gives \(m=\sqrt{0.0227\times5/3}=0.195\) for rotors and \(\sqrt{0.0227\times3}=0.261\) for two states. The full solutions are 0.193 and 0.259, so the polarizations are 2.3 and 3.1 µC/cm². The heat capacities there are \(2.44k\) and \(1.45k\), already slightly below their values at \(T_c\).

The area under each curve from zero to \(T_c\) is \(J/2\): 57 meV for rotors, with \(J=113.7\) meV, and 19 meV for two states, with \(J=37.9\) meV.

**Q.** Which real material is that, and would it show these jumps?

**A.** The parameters are roughly in the regime of sodium nitrite, an order–disorder ferroelectric with a transition near 440 K and a polarization of order 10 µC/cm². Its nitrite groups choose between two opposite orientations, so the two-state model is the relevant one; the rotor is a comparison case. The 2 D is an effective moment, the polarization per formula unit. An isolated nitrite ion has only about 0.4 D about its centre of mass, so most of the polarization comes from the shifts of the ions that accompany the flip. The real crystal also has a narrow modulated phase between the ferroelectric and disordered phases, which a uniform \(m\) cannot describe, and its ferroelectric phase ends in a first-order transition. A single clean step of \(\frac32k\) should not be expected from it. For a dipole that is hindered, not free, the table sizes the error: at \(A=10kT_c\), or 379 meV, the jump is \(1.94k\), which is 22% below the free-rotor value.

**Q.** What about short-range order above \(T_c\)? You set that heat capacity to zero.

**A.** Mean field discards it. For an estimate, let each dipole have \(z\) neighbours with pair energy \(-(J/z)\,\mathbf s\cdot\mathbf s'\), where \(\mathbf s\) is a unit vector with \(d\) components, \(d=3\) for rotors and 1 for two states. At high temperature the directions are nearly uncorrelated and \(\langle(\mathbf s\cdot\mathbf s')^2\rangle=1/d\). There are \(z/2\) pairs per dipole, so the energy variance divided by \(kT^2\) is

\[
c\approx\frac z2\,\frac{J^2}{z^2}\,\frac1{d\,kT^2}=\frac{d}{2z}\,k\left(\frac{T_c}T\right)^2,
\]

where \(J=d\,kT_c\). With \(z=6\) this is \(0.25k\) for rotors and \(0.08k\) for two states at \(T_c\). This is the leading high-temperature term carried down to the mean-field \(T_c\), and it is too low there: on a simple cubic lattice with this nearest-neighbour coupling, the full values at that temperature are about \(0.37k\) and \(0.13k\). That lattice itself orders only at about three quarters of the mean-field \(T_c\), with a critical peak in place of a finite step. The estimate does not say how fluctuations reshape the step itself, and dipolar forces reach beyond nearest neighbours.

**Q.** Experiments run at constant pressure, not constant volume.

**A.** Let a volume strain \(s\) change the coupling to \(J(1+gs)\), at a cost \(\frac12Bvs^2\), with \(B\) the bulk modulus and \(v=1/n\). At zero pressure the terms \(-\frac12Jgsm^2+\frac12Bvs^2\) are minimal at \(s=Jgm^2/(2Bv)\), where they equal \(-J^2g^2m^4/(8Bv)\). So \(b\) falls by \(w=J^2g^2/(2Bv)\), and the jump rises by the factor \(1/(1-w/b)\).

With \(B=20\) GPa and \(g=-1\), meaning a coupling inversely proportional to volume, this factor adds 1.4% for rotors and 0.8% for two states. It depends strongly on \(g\). For rotors \(w/b\approx0.014\,g^2\), so at \(|g|=5\) this factor alone would raise the jump by about half. The coefficient \(b\) reaches zero near \(|g|=8.5\) for rotors and near \(|g|=11\) for two states; beyond that the transition in this model is discontinuous and the jump formula no longer applies.

Ordinary thermal expansion has a separate effect, because it makes the coupling drift with temperature. With a volume expansion coefficient \(\beta\), \(J\) becomes \(J[1+g\beta(T-T_c)]\). The derivative of \(J-J^2M_2/kT\) at \(T_c\) then gains \(Jg\beta-2Jg\beta=-Jg\beta\), so \(a\) is multiplied by \(1-g\beta T_c\) and the jump by \((1-g\beta T_c)^2\). For \(\beta=10^{-4}\) per K and \(g=-1\) this adds 9%, more than the first correction, and the two together raise the jump by about 10% for both kinds of dipole. For positive \(g\) the expansion lowers the jump instead.

**Q.** And if the sample is not quite field-free?

**A.** A field \(E_a\) adds \(-\mu E_am\) to \(F\) near \(T_c\). At \(T_c\) the minimum satisfies \(bm^3=\mu E_a\). For 10 kV/cm, \(\mu E_a/kT_c=1.1\times10^{-3}\). With \(b=1.8kT_c\) and \(0.333kT_c\), the cube roots are 0.085 and 0.15. The spontaneous order reaches the same size at \(bm^2/a\) below \(T_c\), which is 1.9 K for rotors and 3.2 K for two states. These temperatures set the scale of the rounding, but the whole step is spread more widely. At that distance above \(T_c\) about 39% of the jump remains, and at twice the distance 16%. From the point where the field has lowered the heat capacity by a tenth of the jump to the point where only a tenth is left, the rounding covers about 9 K for rotors and 15 K for two states.

If instead \(m\) were held fixed, then \(E=-Jm^2/2\) could not change with temperature, and there would be no jump at all.

**Q.** Would the step be visible above the lattice heat capacity, and is classical rotation justified?

**A.** Four atoms per dipole have twelve modes. For two-state dipoles all twelve are vibrations, and the classical \(k\) for each gives a background of \(12k\). For free rotors two of the twelve are the rotation itself, which above \(T_c\) has only its kinetic \(k\), so the background is \(11k\). The steps are 23% of the background for rotors and 12.5% for two states. (Against a plain \(3k\) per atom, the rotor's step would be 21%.) The classical value is too high for a crystal with stiff molecular groups, whose internal vibrations are only partly excited at 440 K. With three such modes at 828, 1240 and 1325 cm⁻¹, typical of a nitrite group, the backgrounds fall to about \(9k\) for rotors and \(10k\) for two states, and the steps are about 27% and 15% of them.

For a round moment of inertia of \(5\times10^{-46}\) kg m², the quantum rotation temperature \(\hbar^2/2Ik\) is 0.8 K, far below 440 K. In the ordered state a small tilt costs \(J\theta^2/2\) at \(m=1\), so the libration quantum is \(\hbar\sqrt{J/I}\), or 46 K in temperature units. At 44 K a quantum rotor in the same mean field has a total heat capacity, kinetic part included, of about \(1.86k\), against \(2.04k\) classically. At still lower temperatures the classical result fails altogether: the limit \(c\to k\) at zero temperature conflicts with the third law. Near \(T_c\) the restoring field is weak, and this objection does not touch the jump.

**Q.** Last doubt: is your \(J\) the one that electrostatics would give?

**A.** No, it is fitted to \(T_c\). The local field is \(\lambda P\) with \(\lambda=J/(n\mu^2)\). Compared with the Lorentz value \(1/(3\varepsilon_0)\), the fitted constant is 0.60 for rotors and 0.20 for two states. At the same \(n\) and \(\mu\), the Lorentz field would put the transitions near 730 K and 2200 K. The model thus does not predict \(T_c\) for these parameters. The jump per dipole is less demanding. Within mean field, for a continuous transition, it needs a field proportional to \(m\) with a constant that does not vary with temperature. For free rotors and for two states the size of that constant then cancels. For a hindered dipole it does not cancel, because the jump depends on \(A/kT_c\).

## Calculated quantities

```
Transition temperature: 440 K
Dipole moment: 2.0 D
Dipole density: 1.80e+22 cm^-3
Saturated polarization: 12.01 uC/cm2
Thermal energy k*Tc: 37.92 meV
Neighbours assumed: 6; atoms per dipole: 4
Bulk modulus: 20 GPa; dlnJ/dstrain: -1
Applied field for smearing: 10 kV/cm
Moment of inertia: 5.0e-46 kg m2
Planar dipoles, numerical jump: 2.0000 k
[rotor] coupling J: 113.7 meV
[rotor] Landau slope 3.0000 k, quartic 1.8000 k*Tc
[rotor] numerical jump: 2.5000 k
[rotor] jump: 20.79 J/(mol K) = 0.621 J/(cm3 K)
[rotor] order m at 430 K: 0.1934 (square-root law 0.1946)
[rotor] polarization at 430 K: 2.32 uC/cm2
[rotor] heat capacity at 430 K: 2.435 k
[rotor] heat capacity at 44 K: 1.04e+00 k
[rotor] short-range heat just above Tc: 0.250 k
[rotor] change of jump by strain: 1.39 %
[rotor] order at Tc in applied field: 0.0846; smearing 1.89 K
[rotor] jump / lattice heat 3k per atom: 20.8 %
[rotor] mean-field constant / Lorentz value: 0.604
[two-state] coupling J: 37.9 meV
[two-state] Landau slope 1.0000 k, quartic 0.3333 k*Tc
[two-state] numerical jump: 1.5000 k
[two-state] jump: 12.47 J/(mol K) = 0.373 J/(cm3 K)
[two-state] order m at 430 K: 0.2587 (square-root law 0.2611)
[two-state] polarization at 430 K: 3.11 uC/cm2
[two-state] heat capacity at 430 K: 1.446 k
[two-state] heat capacity at 44 K: 8.24e-07 k
[two-state] short-range heat just above Tc: 0.083 k
[two-state] change of jump by strain: 0.83 %
[two-state] order at Tc in applied field: 0.1481; smearing 3.22 K
[two-state] jump / lattice heat 3k per atom: 12.5 %
[two-state] mean-field constant / Lorentz value: 0.201
Barrier 0 meV (A/kTc = 0): jump 2.500 k
Barrier 38 meV (A/kTc = 1): jump 3.157 k
Barrier 76 meV (A/kTc = 2): jump 3.469 k
Barrier 190 meV (A/kTc = 5): jump 2.786 k
Barrier 379 meV (A/kTc = 10): jump 1.939 k
Barrier 758 meV (A/kTc = 20): jump 1.675 k
Barrier 1896 meV (A/kTc = 50): jump 1.564 k
Quantum rotation temperature: 0.81 K
Libration quantum at full order (rotor): 46 K
```
